# The product rule for the T2 modes of silane and perdeuterosilane: verification in Python

```python
"""Teller-Redlich product rule for the T2 modes of SiH4 and SiD4.
Result under test: for harmonic frequencies w3 (stretch) and w4 (bend),
  w3(D) w4(D) / (w3(H) w4(H)) = (mH/mD) sqrt(M_D/M_H),
with M the total molecular mass.  Fundamentals nu = w + shift exceed this
ratio; the shift is computed from cubic and quartic force constants and from
the vibrational angular momentum, in second-order perturbation theory.
q: dimensionless normal coordinate; phi: derivative of the energy in q;
zeta: Coriolis constant; B: rotational constant.  Atomic units inside.
Electronic structure: Hartree-Fock, def2-SVP basis.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
pc = const.physical_constants
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
CM = pc['electron volt-inverse meter relationship'][0] / 100
U = const.u / const.m_e
m_H = const.m_p / const.m_e + 1
m_D = pc['deuteron mass'][0] / const.m_e + 1
m_Si = 27.976927 * U          # silicon-28, input
m_Si30 = 29.973770 * U        # silicon-30, input


def product_rule(light, heavy, centre):
    return light / heavy * np.sqrt((centre + 4*heavy) / (centre + 4*light))


rho = product_rule(m_H, m_D, m_Si)

# Random force fields that respect translation, in (z_Si, s1, s2)
rng = np.random.default_rng(4)
for _ in range(20):
    internal = np.array([[-2., 1., 0.], [0., 0., 1.]])
    root = rng.normal(size=(2, 2))
    force = internal.T @ (root @ root.T + 0.2*np.eye(2)) @ internal
    prods = []
    for m in (m_H, m_D):
        s = 1 / np.sqrt([m_Si, m, m])
        ev = np.linalg.eigvalsh(force * np.outer(s, s))
        prods.append(np.sqrt(ev[1] * ev[2]))
    assert abs(prods[1] / prods[0] / rho - 1) < 1e-9


def level_shift(wk, w, phi_k, tadpole_sum, quartic_diag, zeta_sq, B):
    """Cubic, quartic and angular-momentum shifts of a fundamental."""
    pair = w[:, None] + w[None, :]
    cubic = np.sum(phi_k**2 * (1/(wk - pair) - 1/(wk + pair))) / 16
    cubic -= tadpole_sum / 8
    quartic = np.sum(quartic_diag) / 8
    kinetic = B / 2 * np.sum(zeta_sq * (w/wk + wk/w))
    return np.array([cubic, quartic, kinetic])


def two_mode_error(g):
    """Diagonalized minus perturbative fundamental of a coupled model."""
    n = 14
    w = np.array([1.0, 0.8])
    a = np.diag(np.sqrt(np.arange(1., n)), 1)
    one = np.eye(n)
    q, d = (a + a.T)/np.sqrt(2), (a.T - a)/np.sqrt(2)
    q1, q2 = np.kron(q, one), np.kron(one, q)
    d1, d2 = np.kron(d, one), np.kron(one, d)
    num = np.diag(np.arange(n) + 0.5)
    h = w[0]*np.kron(num, one) + w[1]*np.kron(one, num)
    c111, c112, c122, c222 = g * np.array([1.0, -0.8, 0.7, 0.9])
    f1111, f1122, f2222, B = g**2 * np.array([1.1, 0.6, 0.9, 0.5])
    s1, s2 = q1 @ q1, q2 @ q2
    h = h + c111/6*s1@q1 + c112/2*s1@q2 + c122/2*q1@s2 + c222/6*s2@q2
    h = h + f1111/24*s1@s1 + f1122/4*s1@s2 + f2222/24*s2@s2
    r, zeta = np.sqrt(w[1]/w[0]), 0.7
    x = zeta * (r*q1@d2 - q2@d1/r)
    h = h - B * x @ x
    e, v = np.linalg.eigh((h + h.T)/2)
    direct = e[np.argmax(abs(v[n]))] - e[np.argmax(abs(v[0]))]
    phi = np.array([[c111, c112], [c112, c122]])
    drive = np.array([c111 + c122, c112 + c222])
    sh = level_shift(w[0], w, phi, np.sum(phi[0]*drive/w),
                     np.array([f1111, f1122]), np.array([0, zeta**2]), B)
    return direct - w[0] - sh.sum(), sh.sum()


err_big, shift_big = two_mode_error(0.04)
err_small, shift_small = two_mode_error(0.02)
error_fall = err_big / err_small
assert abs(err_small) < 0.05 * abs(shift_small)
assert 12 < error_fall < 20      # the remainder is of fourth order

# Tetrahedral geometry and electronic structure
signs = np.array([[1, 1, 1], [-1, -1, 1], [-1, 1, -1], [1, -1, -1]], float)


def geometry(r):
    return np.vstack([np.zeros(3), signs * r / np.sqrt(3)])


def run_hf(xyz):
    mol = gto.M(atom=list(zip(['Si', 'H', 'H', 'H', 'H'], xyz.tolist())),
                unit='Bohr', basis='def2-svp', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


def radial_slope(r):
    grad = run_hf(geometry(r)).nuc_grad_method().kernel()
    return np.sum(grad[1:] * signs) / np.sqrt(3)


def hessian(xyz):
    h = run_hf(xyz).Hessian().kernel()
    h = h.transpose(0, 2, 1, 3).reshape(15, 15)
    return (h + h.T) / 2


r_eq = brentq(radial_slope, 2.6, 3.1, xtol=1e-7)
x_eq = geometry(r_eq)
H0 = hessian(x_eq)

# Symmetry vectors: one T2 component (three vectors) and the breathing mode
S = np.zeros((15, 3))
S[2, 0] = 1
S[5::3, 1] = 0.5
S[3::3, 2] = signs[:, 1] / np.sqrt(8)
S[4::3, 2] = signs[:, 0] / np.sqrt(8)
breath = np.concatenate([np.zeros(3), signs.ravel() / np.sqrt(12)])

# Improper fourfold rotation, which reverses the chosen T2 displacement
R = np.array([[0., 1, 0], [-1, 0, 0], [0, 0, -1]])
P = np.zeros((15, 15))
P[:3, :3] = R
for i, s in enumerate(signs):
    j = int(np.argmin(np.sum((signs - R @ s)**2, axis=1)))
    P[3*j+3:3*j+6, 3*i+3:3*i+6] = R
assert np.allclose(P @ S, -S)
assert np.allclose(P @ x_eq.ravel(), x_eq.ravel())

step_b = 0.06
dH_breath = (hessian(x_eq + step_b*breath.reshape(5, 3))
             - hessian(x_eq - step_b*breath.reshape(5, 3))) / (2*step_b)


def analyse(m):
    masses = np.repeat([m_Si, m, m, m, m], 3)
    root_m = np.sqrt(masses)
    ev, L = np.linalg.eigh(H0 / np.outer(root_m, root_m))
    w, L = np.sqrt(ev[-9:]), L[:, -9:]
    D = L / root_m[:, None] / np.sqrt(w)
    K = S.T @ H0 @ S
    s = 1 / np.sqrt([m_Si, m, m])
    ev3, V = np.linalg.eigh(K * np.outer(s, s))
    c = K[1, 1]*K[2, 2] - K[1, 2]**2
    det_form = c * (m_Si + 4*m) / (m_Si * m**2)
    assert abs(ev3[1]*ev3[2]/det_form - 1) < 1e-4
    w1 = np.sqrt(breath @ H0 @ breath / m)
    D1 = breath / np.sqrt(m * w1)
    dH1 = dH_breath / np.sqrt(m * w1)
    drive1 = np.trace(D.T @ dH1 @ D)
    B = 1 / (2 * (8/3) * m * r_eq**2)
    out = {'B': B, 'w1': w1}
    for name, col in (('stretch', 2), ('bend', 1)):
        wk = np.sqrt(ev3[col])
        assert np.sum(abs(w/wk - 1) < 2e-4) >= 3    # threefold level
        Lk = S @ V[:, col]
        Dk = Lk / root_m / np.sqrt(wk)
        h = 0.25
        Hp = hessian(x_eq + h*Dk.reshape(5, 3))
        Hm = P @ Hp @ P.T
        first, second = (Hp - Hm)/(2*h), (Hp + Hm - 2*H0)/h**2
        phi_k = D.T @ first @ D
        phi_kk1 = Dk @ dH1 @ Dk
        assert np.isclose(Dk @ first @ D1, phi_kk1, rtol=0.02, atol=3e-6)
        zeta = np.array([np.cross(Lk.reshape(5, 3),
                                  L[:, j].reshape(5, 3)).sum(axis=0)
                         for j in range(9)])
        sh = level_shift(wk, w, phi_k, phi_kk1*drive1/w1,
                         np.diag(D.T @ second @ D),
                         np.sum(zeta**2, axis=1), B)
        out[name] = (wk, sh)
        if name == 'stretch':
            low = w < 0.7*wk
            gap = wk - (w[:, None] + w[None, :])[np.ix_(low, low)]
            coupling = phi_k[np.ix_(low, low)]
            out['gap'] = np.min(abs(gap))
            out['weight'] = np.sum(coupling**2 / 16 / gap**2)
    return out


res = {'SiH4': analyse(m_H), 'SiD4': analyse(m_D)}
modes = ('stretch', 'bend')


def ratio_of_products(parts):
    """Product ratio with the chosen parts of the shift included."""
    p = [np.prod([res[x][k][0] + sum(res[x][k][1][i] for i in parts)
                  for k in modes]) for x in ('SiH4', 'SiD4')]
    return p[1] / p[0]


harm_ratio = ratio_of_products([])
assert abs(harm_ratio/rho - 1) < 1e-4
fund_ratio = ratio_of_products([0, 1, 2])
excess = fund_ratio/rho - 1
excess_force = ratio_of_products([0, 1])/rho - 1
excess_kin = ratio_of_products([2])/rho - 1
estimate = 0
for k in modes:
    wH, sH = res['SiH4'][k]
    wD, sD = res['SiD4'][k]
    assert sH.sum() < 0 and abs(sD.sum()/wD) < abs(sH.sum()/wH)
    estimate -= sH.sum()/wH * (1 - wD/wH)
assert excess > 0
assert abs(estimate/excess - 1) < 0.2
assert abs(excess_kin) < 0.3*excess_force

# Breathing mode alone: correlation and higher orders
x_fit = np.linspace(-0.45, 0.45, 7)
e_hf, e_mp2 = [], []
for x in x_fit:
    mf = run_hf(geometry(r_eq + x))
    e_hf.append(mf.e_tot)
    e_mp2.append(mp.MP2(mf, frozen=5).run(verbose=0).e_tot)


def breathing(energy):
    poly = np.poly1d(np.polyfit(x_fit, np.array(energy) - min(energy), 6))
    x0 = brentq(poly.deriv(), -0.2, 0.2)
    mu = 4*m_H
    k2, k3, k4 = (poly.deriv(n)(x0) for n in (2, 3, 4))
    w = np.sqrt(k2/mu)
    p3, p4 = k3/(mu*w)**1.5, k4/(mu*w)**2
    second = p4/8 - 5*p3**2/(24*w)
    grid = np.linspace(x0 - 0.5, x0 + 0.5, 81)
    dx = grid[1] - grid[0]
    d = np.subtract.outer(np.arange(81), np.arange(81))
    safe = np.where(d == 0, 1, d)
    T = np.where(d == 0, np.pi**2/3, 2*(-1.0)**abs(d)/safe**2)
    e = np.linalg.eigvalsh(T/(2*mu*dx**2) + np.diag(poly(grid)))
    return w, second, e[1] - e[0] - w


b_hf, b_mp2 = breathing(e_hf), breathing(e_mp2)
assert abs(b_hf[0]/res['SiH4']['w1'] - 1) < 2e-3
assert abs(b_hf[2]/b_hf[1] - 1) < 0.1

print(f"masses H, D, 28Si: {m_H/U:.5f} {m_D/U:.5f} {m_Si/U:.5f} u")
print(f"total mass SiH4, SiD4: {(m_Si+4*m_H)/U:.4f} {(m_Si+4*m_D)/U:.4f} u")
print(f"mass ratio mH/mD: {m_H/m_D:.5f}")
print(f"root of total-mass ratio: {np.sqrt((m_Si+4*m_D)/(m_Si+4*m_H)):.5f}")
print(f"product rule rho: {rho:.5f}")
print(f"HF/def2-SVP bond length: {r_eq*ANG:.4f} angstrom")
for x in res:
    print(f"{x} rotational constant B: {res[x]['B']*EV*1e3:.4f} meV")
    for k in modes:
        w, s = res[x][k]
        print(f"{x} {k} harmonic: {w*EV:.5f} eV")
        print(f"  cubic, quartic, kinetic shift: "
              f"{s[0]*EV*1e3:.3f} {s[1]*EV*1e3:.3f} {s[2]*EV*1e3:.3f} meV")
        print(f"  total shift: {s.sum()*EV*1e3:.3f} meV, "
              f"relative {100*s.sum()/w:.3f} %")
        nu = (w + s.sum())*EV
        print(f"  fundamental: {nu:.5f} eV = {nu*CM:.1f} cm^-1")
for k in modes:
    print(f"harmonic D/H ratio, {k}: "
          f"{res['SiD4'][k][0]/res['SiH4'][k][0]:.5f}")
print(f"harmonic product ratio, computed: {harm_ratio:.5f}")
print(f"fundamental product ratio: {fund_ratio:.5f}")
print(f"excess over rho: {100*excess:.3f} %")
print(f"excess, force-field shifts only: {100*excess_force:.3f} %")
print(f"excess, kinetic shifts only: {100*excess_kin:.3f} %")
print(f"excess, mass-scaling estimate: {100*estimate:.3f} %")
print(f"two-mode test, error fall on halving coupling: {error_fall:.2f}")
for label, b in (('HF', b_hf), ('MP2', b_mp2)):
    print(f"SiH4 breathing {label}, harmonic: {b[0]*EV:.5f} eV")
    print(f"  one-mode shift, 2nd order and diagonalized: "
          f"{b[1]*EV*1e3:.3f} {b[2]*EV*1e3:.3f} meV")
    print(f"  relative 2nd-order shift: {100*b[1]/b[0]:.3f} %")
for x in res:
    print(f"{x} stretch to nearest two-bend level: {res[x]['gap']*EV:.4f} eV")
    print(f"  two-bend weight in stretch level: {100*res[x]['weight']:.3f} %")
rho30 = product_rule(m_H, m_D, m_Si30)
rho_nuc = product_rule(m_H - 1, m_D - 1, m_Si - 14)
print(f"rho for 30Si: {rho30:.5f}, change {100*(rho30/rho-1):.3f} %")
print(f"rho, nuclear masses: {rho_nuc:.5f}, "
      f"change {100*(rho_nuc/rho-1):.3f} %")
kT = const.k * 300 / const.e
for x in res:
    w, s = res[x]['bend']
    pop = 3*np.exp(-(w + s.sum())*EV/kT)
    print(f"{x} bend v=1 to v=0 population, 300 K: {100*pop:.2f} %")
print("finished without a failed check")
```

Output:

```
masses H, D, 28Si: 1.00783 2.01410 27.97693 u
total mass SiH4, SiD4: 32.0082 36.0333 u
mass ratio mH/mD: 0.50038
root of total-mass ratio: 1.06101
product rule rho: 0.53092
HF/def2-SVP bond length: 1.4813 angstrom
SiH4 rotational constant B: 0.3544 meV
SiH4 stretch harmonic: 0.28973 eV
  cubic, quartic, kinetic shift: -13.140 3.281 0.804 meV
  total shift: -9.055 meV, relative -3.125 %
  fundamental: 0.28068 eV = 2263.8 cm^-1
SiH4 bend harmonic: 0.12519 eV
  cubic, quartic, kinetic shift: 1.064 -3.443 0.782 meV
  total shift: -1.597 meV, relative -1.276 %
  fundamental: 0.12359 eV = 996.8 cm^-1
SiD4 rotational constant B: 0.1773 meV
SiD4 stretch harmonic: 0.20929 eV
  cubic, quartic, kinetic shift: -6.832 1.676 0.406 meV
  total shift: -4.750 meV, relative -2.270 %
  fundamental: 0.20454 eV = 1649.7 cm^-1
SiD4 bend harmonic: 0.09201 eV
  cubic, quartic, kinetic shift: 0.567 -1.819 0.388 meV
  total shift: -0.865 meV, relative -0.940 %
  fundamental: 0.09115 eV = 735.1 cm^-1
harmonic D/H ratio, stretch: 0.72234
harmonic D/H ratio, bend: 0.73499
harmonic product ratio, computed: 0.53092
fundamental product ratio: 0.53743
excess over rho: 1.226 %
excess, force-field shifts only: 1.526 %
excess, kinetic shifts only: -0.285 %
excess, mass-scaling estimate: 1.206 %
two-mode test, error fall on halving coupling: 15.98
SiH4 breathing HF, harmonic: 0.29165 eV
  one-mode shift, 2nd order and diagonalized: -1.844 -1.838 meV
  relative 2nd-order shift: -0.632 %
SiH4 breathing MP2, harmonic: 0.28793 eV
  one-mode shift, 2nd order and diagonalized: -1.977 -1.975 meV
  relative 2nd-order shift: -0.687 %
SiH4 stretch to nearest two-bend level: 0.0305 eV
  two-bend weight in stretch level: 2.662 %
SiD4 stretch to nearest two-bend level: 0.0253 eV
  two-bend weight in stretch level: 2.085 %
rho for 30Si: 0.52917, change -0.329 %
rho, nuclear masses: 0.53078, change -0.025 %
SiH4 bend v=1 to v=0 population, 300 K: 2.52 %
SiD4 bend v=1 to v=0 population, 300 K: 8.83 %
finished without a failed check
```
